# Sixth-power thickness law for mobility limited by silicon film roughness

## What dimensions fix

An electron between two hard walls a distance $t$ apart, with mass $m_z$ across the film, has a ground energy $E_1$ built from $\hbar$, $m_z$ and $t$ alone. The only energy these form is $\hbar^2/(m_zt^2)$. A small change $d$ of thickness therefore changes the energy by $-Fd$, where

$$F\equiv-\frac{dE_1}{dt}\propto\frac{\hbar^2}{m_zt^3}.$$

Let $d(\mathbf r)$ vary randomly over the film plane, with zero mean and a correlation length much shorter than the electron wavelength. The electron then responds to one property of the roughness,

$$S_0=\int\langle d(0)d(\mathbf r)\rangle\,d^2r ,$$

which has the unit length$^4$. To lowest order the scattering rate is quadratic in the disturbance, hence proportional to $F^2S_0$. The other available quantities are $\hbar$, the in-plane mass $m_t$ and the in-plane kinetic energy $E$:

$$\frac1\tau\propto F^2S_0\,\hbar^a m_t^{\,b}E^c .$$

In units of joule, metre and second, $F^2S_0$ is J$^2$m$^2$, $\hbar$ is J s, and $m_t$ is J s$^2$m$^{-2}$. Matching metres gives $2-2b=0$, so $b=1$. Matching seconds gives $a+2b=-1$, so $a=-3$. Matching joules gives $2+a+b+c=0$, so $c=0$. Thus

$$\frac1\tau=C\,\frac{m_tF^2S_0}{\hbar^3},\qquad \mu=\frac{e\tau}{m_t}\propto\frac{e\,m_z^2t^6}{\hbar\,m_t^2S_0}.$$

The sixth power is the square of the cubic energy slope. The rate does not depend on $E$, which makes $\mu=e\tau/m_t$ hold for any carrier distribution, as shown below. Two derivations now give $C=1$.

Both concern one occupied subband of a (100) silicon film, with isotropic in-plane mass, no screening, and scattering that conserves spin and valley. The roughness statistics and masses stay fixed as $t$ changes.

## First derivation: a fluctuating subband energy

**The potential.** The function $\chi(z)=\sqrt{2/t}\,\sin(\pi z/t)$ vanishes at both walls and has energy

$$E_1=\frac{\pi^2\hbar^2}{2m_zt^2},\qquad F=\frac{\pi^2\hbar^2}{m_zt^3}=\frac{2E_1}{t}.$$

If the thickness varies slowly along the film, the electron sees the local ground energy. To first order its in-plane potential is $U(\mathbf r)=-F\,d(\mathbf r)$: thin places are hills.

**The roughness.** With upward displacements $d_{\rm top}$ and $d_{\rm bot}$ of the two interfaces, $d=d_{\rm top}-d_{\rm bot}$. If they are independent, the cross term averages to zero and the mean squares add, $D^2=D_{\rm top}^2+D_{\rm bot}^2$. Parallel interfaces would give $d=0$. For the covariance $D^2e^{-r^2/L^2}$, the two-dimensional Gaussian integral gives

$$S(q)=\int D^2e^{-r^2/L^2}e^{-i\mathbf q\cdot\mathbf r}d^2r=\pi D^2L^2e^{-q^2L^2/4},$$

so $S_0=\pi D^2L^2$.

**The transition rate.** Plane waves normalized in an area $A$ have the matrix element $-(F/A)\int d(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^2r$, with $\mathbf q=\mathbf k'-\mathbf k$. Its squared modulus contains a double integral over $\langle d(\mathbf r)d(\mathbf r')\rangle$. This depends only on $\mathbf r-\mathbf r'$, so one integration gives $A$ and the other $S(q)$:

$$\langle|U_{\mathbf k'\mathbf k}|^2\rangle=\frac{F^2S(q)}{A},\qquad W_{\mathbf k'\mathbf k}=\frac{2\pi}{\hbar}\frac{F^2S(q)}{A}\,\delta(E'-E).$$

**Relaxation of the current.** Write the occupation in a weak field as $f=f_0(E)+g(E)\cos\theta$, with $\theta$ the angle of $\mathbf k$ from the field. For elastic scattering the exclusion factors cancel, since $f'(1-f)-f(1-f')=f'-f$. The collision term is $g\sum W[\cos(\theta+\phi)-\cos\theta]$, where $\phi$ is the scattering angle. The part odd in $\phi$ sums to zero, leaving $-g\cos\theta/\tau$ with $1/\tau=\sum W(1-\cos\phi)$. Using $\sum_{\mathbf k'}=(A/4\pi^2)\int k'dk'd\phi$ and $k'dk'=m_tdE'/\hbar^2$,

$$\frac1\tau=\frac{2\pi}{\hbar}\frac{m_tF^2}{4\pi^2\hbar^2}\int_0^{2\pi}(1-\cos\phi)S\,d\phi=\frac{m_tF^2}{\hbar^3}\,\frac1\pi\int_0^\pi(1-\cos\phi)S\,d\phi .$$

When $kL\ll1$, $S=S_0$ and the angular integral is $\pi$. Hence $1/\tau=m_tF^2S_0/\hbar^3$, and $C=1$.

**The mobility.** For charge $-e$ in a field $\mathcal E$, the steady balance is $-(e\mathcal E/\hbar)\,\partial f_0/\partial k_x=-g\cos\theta/\tau$. Since $\partial f_0/\partial k_x=\hbar v\cos\theta\,f_0'$, this gives $g=e\mathcal E\tau vf_0'$. Averaging $v\cos\theta$ over the carriers brings in $\langle\cos^2\theta\rangle=\tfrac12$ and $v^2/2=E/m_t$. The density of states is constant, so

$$\langle v_x\rangle=\frac{e\mathcal E}{m_t}\,\frac{\int\tau Ef_0'\,dE}{\int f_0\,dE}.$$

For constant $\tau$, integration by parts gives $\int Ef_0'dE=-\int f_0dE$. The drift velocity is $-e\tau\mathcal E/m_t$, whether or not the carriers are degenerate. With $F^2=\pi^4\hbar^4/(m_z^2t^6)$,

$$\boxed{\mu=\frac{e\hbar^3}{m_t^2F^2S_0}=\frac{e\,m_z^2\,t^6}{\pi^4\hbar\,m_t^2S_0}}$$

**Longer correlation lengths.** On the energy shell $q=2k\sin(\phi/2)$, so $q^2L^2/4=b(1-\cos\phi)$ with $b=k^2L^2/2$. The integral representation $I_n(b)=\frac1\pi\int_0^\pi e^{b\cos\phi}\cos n\phi\,d\phi$ gives

$$\frac1\tau=\frac{m_tF^2S_0}{\hbar^3}\,e^{-b}\left[I_0(b)-I_1(b)\right].$$

For small $b$ the last factor is $(1-b)(1-b/2)\approx1-3b/2$. For large $b$ only small angles count, and it becomes

$$\frac1\pi\int_0^\infty\frac{\phi^2}{2}e^{-b\phi^2/2}d\phi=\frac{1}{2\sqrt{2\pi}\,b^{3/2}},\qquad \frac1\tau\to\frac{\sqrt\pi\,m_tF^2D^2}{\hbar^3k^3L}.$$

Smooth roughness deflects fast electrons weakly, so $\tau$ grows as $E^{3/2}$. Yet $t$ still enters only through $F^2$. At a fixed carrier distribution the sixth power therefore survives; short range fixes the prefactor and the energy independence.

## Second derivation: waves scattered by displaced walls

This route uses neither a local subband energy nor the golden rule. It treats the rough wall as a boundary condition and counts collisions with separate patches.

**The boundary condition.** Let the lower wall be flat and the upper one lie at $z=t+d(\mathbf r)$. Write $\psi=\psi_0+\psi_1$, with incident wave $\psi_0=e^{i\mathbf k\cdot\mathbf r}\chi(z)$. To first order, $\psi=0$ on the displaced wall requires

$$\psi_1(\mathbf r,t)=-d(\mathbf r)\,\chi'(t)\,e^{i\mathbf k\cdot\mathbf r}.$$

Between the mean walls, $\psi_1$ obeys the free wave equation at total energy $E_1+E$. Multiply that equation by $\chi$ and integrate over $z$, defining $a(\mathbf r)=\int_0^t\chi\psi_1dz$. Two integrations by parts give

$$\int_0^t\chi\,\partial_z^2\psi_1dz=\left[\chi\,\partial_z\psi_1-\chi'\psi_1\right]_0^t+\int_0^t\chi''\psi_1dz=\chi'(t)^2\,d\,e^{i\mathbf k\cdot\mathbf r}-\frac{\pi^2}{t^2}a .$$

Here $\chi$ vanishes at both ends and $\psi_1$ at the lower one. Multiplied by $\hbar^2/(2m_z)$, the last term becomes $-E_1a$, which cancels the $E_1$ in the total energy:

$$\left(E+\frac{\hbar^2\nabla^2}{2m_t}\right)a=-\frac{\hbar^2}{2m_z}\chi'(t)^2\,d\,e^{i\mathbf k\cdot\mathbf r}=-F\,d\,e^{i\mathbf k\cdot\mathbf r}.$$

The last equality follows from $\chi'(t)^2=2\pi^2/t^3$. A displaced lower wall adds a term of opposite sign, so $d$ is again the difference of the displacements. The source is that of the potential $-Fd$, but no assumption of slow lateral variation was made. Far from a patch, $a$ is the whole scattered wave if $E$ is too small to reach the second subband.

This can be checked on a 2 nm film with thickness modulation $0.01\,{\rm nm}\times\cos qx$. It couples the waves $\pm q/2$ by $F\times0.005$ nm and should split them by $F\times0.01$ nm. Diagonalizing the two-dimensional problem gives 1.00002 times this splitting at $q=0.6$ nm$^{-1}$ and 0.9993 times at $q=3.0$ nm$^{-1}$, where the modulation period is about the film thickness.

**One patch.** Let a patch much smaller than the wavelength add the volume $\Omega=\int d\,d^2r$. It acts as a point source of strength $-F\Omega$. The outgoing solution for a unit point source is $G=-(im_t/2\hbar^2)H_0^{(1)}(kr)$, and $|H_0^{(1)}|^2\to2/(\pi kr)$ far away. Therefore

$$|a|^2\to F^2\Omega^2\frac{m_t^2}{4\hbar^4}\frac{2}{\pi kr}=\frac{m_t^2F^2\Omega^2}{2\pi\hbar^4kr}.$$

Incident and scattered waves have equal speeds, so integrating $|a|^2$ over a circle of circumference $2\pi r$ gives the cross-section, a length in two dimensions:

$$\sigma=\frac{m_t^2F^2\Omega^2}{\hbar^4k}.$$

**Many patches.** Place independent patches at random with density $N$ and $\langle\Omega\rangle=0$. Interference between different patches averages to zero. The collision rate is density times speed times cross-section:

$$\frac1\tau=N\,\frac{\hbar k}{m_t}\,\langle\sigma\rangle=\frac{m_tF^2}{\hbar^3}\,N\langle\Omega^2\rangle .$$

The speed cancels the $1/k$ of the cross-section, which is why $\tau$ does not depend on energy. To identify $N\langle\Omega^2\rangle$, consider the total added volume in a large area $A$. Its variance is $NA\langle\Omega^2\rangle$ when counted by patches and $AS_0$ when found from the covariance. Thus $N\langle\Omega^2\rangle=S_0$, and the rate agrees with the first derivation.

Scattering from a point is isotropic, so a collision leaves no average forward momentum. The mean momentum obeys $dp/dt=-e\mathcal E-p/\tau$. Its steady value $p=-e\mathcal E\tau$ gives $\mu=e\tau/m_t$ and the boxed law.

## What each derivation assumes

The first derivation takes a slowly varying film for its potential and then lets the roughness be short compared with the wavelength. Taken literally, the first step needs the lateral kinetic energy $\hbar^2/(m_tL^2)$ to be small against the subband spacing. Together the two steps require $(t/\pi)\sqrt{m_z/m_t}\ll L\ll1/k$, a narrow window. The second shows that the lower bound is unnecessary at first order. In return, it assumes independent point-like patches, whereas the first accepts any covariance and gives the correction for finite $kL$.

Both neglect repeated scattering. For one patch this requires the energy fluctuation $FD$ to be small against $\hbar^2/(m_tL^2)$, the kinetic cost of shaping a wave within $L$. For the whole film it requires $k\ell=2E\tau/\hbar\gg1$, with $\ell$ the mean free path. The slowest electrons violate this condition.

A direct propagation of waves tests the scattering rate and the linear potential without the golden rule. It keeps the local subband energy of the first derivation, so it does not test that step; the corrugated film above does. It used 36 random films made of 1.5 nm cells, two independent interfaces, total $D=0.080$ nm, $k=0.3054$ nm$^{-1}$ and the full energy $E_1(t+d)$. The intensity of the incident wave decayed at 3.102 ps$^{-1}$ for $t=1.5$ nm and 1.053 ps$^{-1}$ for $t=1.8$ nm, respectively 0.961 and 0.974 times the formula. The same roughness maps served both thicknesses, and the two rates give a power of 5.93. Other sets of random films, at slightly different $k$, move the ratios to the formula by up to about 5% and the power by up to about 0.1, so the further digits carry no meaning.

## A 2 nm silicon film

Take $t=2$ nm, $m_z=0.916$ and $m_t=0.19$ electron masses, 0.2 nm rms roughness on each interface and $L=1.3$ nm. The temperature is 150 K and the density $10^{11}$ cm$^{-2}$. Then $D^2=2(0.2)^2=0.08$ nm$^2$ and

$$S_0=\pi(0.08)(1.3)^2=0.425\ {\rm nm^4},\qquad F=\frac{2(0.1026)}{2}=0.1026\ {\rm eV/nm}.$$

With $\hbar^2/m_t=0.401$ eV nm$^2$ and $\hbar=0.658$ eV fs,

$$\tau=\frac{(0.401)(0.658)}{(0.1026)^2(0.425)}\approx59\ {\rm fs},\qquad \mu=\frac{e\tau}{m_t}\approx546\ {\rm cm^2/Vs}.$$

The second subband lies 0.31 eV higher and $kT$ is 0.013 eV, so one subband suffices. The patch condition is met: $FD=0.029$ eV against $\hbar^2/(m_tL^2)=0.24$ eV. The film condition is met poorly: $k\ell=4.6$ at $E=2kT$, and it falls to 1 near $0.43\,kT$. The mobility is thus an estimate at the edge of the weak-scattering regime; the digits given here and in the tables serve only to compare model results with one another.

**Where roughness dominates.** Acoustic phonons, treated as elastic and with classical thermal occupation, give a potential uncorrelated in three dimensions with strength $\Xi^2kT/(\rho v_s^2)$. Here $\Xi$ is the deformation potential, $\rho$ the density and $v_s$ the sound speed. Projection onto the subband multiplies this by $\int\chi^4dz=3/(2t)$, so the phonon mobility is proportional to $t$. With rough values 12 eV, 2330 kg/m$^3$ and 9000 m/s:

| $t$ (nm) | sixth-power law (cm$^2$/Vs) | phonons (cm$^2$/Vs) |
|---|---|---|
| 1.5 | 97 | 1546 |
| 2.0 | 546 | 2062 |
| 3.0 | 6222 | 3093 |

The ratio of the two varies as $t^5$. They meet at $2(2062/546)^{1/5}=2.6$ nm, above which the simple law no longer gives the lower mobility. Taken together, the four corrections below weaken roughness scattering and move the crossing to about 2.3 nm, although one of them, the nonlinear energy, strengthens it.

**Corrections to the law.** Each of the first four lines changes one assumption at $t=2$ nm, and the last two combine changes; the local power is $d\ln\mu/d\ln t$.

| change | $\mu$ (cm$^2$/Vs) | local power |
|---|---|---|
| finite $L$ | 646 | 6.00 |
| screening | 696 | 5.90 |
| finite barrier | 900 | 5.51 |
| nonlinear $E_1(t+d)$ | 395 | 6.75 |
| all four | 967 | 6.17 |
| all four, phonons, charges | 566 | 4.14 |

The finite-$L$ entry follows from the small-$b$ result. For nondegenerate carriers the mobility average weights $\tau$ by $xe^{-x}$, with $x=E/kT$ and mean 2. At $E=2kT$, $kL=0.467$ and $b=0.109$, so $\mu$ rises by about $3b/2=16\%$; the full average gives 18%.

The barrier is 3.1 eV high, with mass $m_b=0.5$ electron masses in the oxide. Matching requires $k_z\tan(k_zt/2)=(m_z/m_b)\kappa$, where $\kappa$ is the decay constant in the oxide. Near the hard-wall solution this becomes $k_z(t+2\delta)=\pi$ with $\delta=m_b/(m_z\kappa)\approx0.087$ nm. The film acts as if it were 2.17 nm thick. Mobility rises by $(2.17/2)^6\approx1.6$, and the local power falls to $6t/(t+2\delta)\approx5.5$.

The nonlinear entry reflects $D/t=0.14$. The energy difference between a film thinned by $d$ and one thickened by $d$ exceeds $2Fd$, so the effective slope is steeper than $F$. This causes most of the drop in mobility; the asymmetry between thinning and thickening adds little. For hard walls $E_1$ diverges as $t+d\to0$, so the Gaussian average exists only if its tails are cut. Cutting at $3.5D$ instead of $4.5D$ moves this entry from 395 to 406 cm$^2$/Vs and the "all four" entry from about 967 to about 994 cm$^2$/Vs. The entry uses the local energy beyond first order, where the second derivation gives no support, and it probably understates the effect. For hard walls rippled with wave number $2/L$ and the same rms thickness variation, second-order perturbation theory raises the slope by about 33%. Coupling within the ground subband, which the local energy omits, contributes $-5\%$ of this; the remaining 38% is what compares with the 12% from the local energy. The combined rows inherit this uncertainty. They also multiply corrections found separately: taking the nonlinear energy from the finite well itself changes the "all four" entry to about 1020 cm$^2$/Vs, with a power near 6.0.

At 2 nm the combined roughness power is near six because the corrections oppose one another, not because each is small. Their balance shifts with thickness, and the power is higher in thinner films: at 1.5 nm it is about 6.2 with the nonlinear energy of the finite well, and about 7, depending on the cut of the tails, with the multiplied corrections. Likewise, the final 566 cm$^2$/Vs lies near the simple 546 because weaker roughness scattering is offset by phonons and charges. The total mobility has power 4.14, so this film does not show a sixth-power total even though roughness is its strongest single mechanism.

**Beside real devices.** The thickness and roughness are illustrative inputs, not measurements of a particular film. The temperature and density are deliberately low: transistors commonly work near 300 K and, when on, at $10^{12}$ to $10^{13}$ cm$^{-2}$. Heating to 300 K would halve the phonon mobility in this model, to about 1030 cm$^2$/Vs. Quantum occupation and inelastic scattering, left out here, would raise the phonon mobility by about 15% at 150 K and 4% at 300 K. The assumed $10^{10}$ cm$^{-2}$ of charged centres is a low density, and each centre is treated as spread across the film like the electrons; alone they give about 9200 cm$^2$/Vs when scattering is taken to lowest order. That order is unreliable here, because the screened potential 1 nm from a centre is about ten times $kT$. Summing the partial waves in the same potential gives about 32000 cm$^2$/Vs for either sign of charge, which would raise the total mobility in the table from 566 to about 640 cm$^2$/Vs. Real oxide barriers are finite, which alone moves the result from 546 to 900 cm$^2$/Vs. Intervalley scattering, nonparabolic bands, gate screening and roughness-induced charge are left out.

For design, thinning a film by 10% multiplies the roughness-limited mobility by $0.9^6=0.53$. That holds if the interface statistics and carrier distribution stay fixed and the hard-wall, weak-scattering law applies; the total mobility changes less wherever phonons contribute. The remaining values are in the numerical output.

## Computed values

```
film t = 2.0 nm, T = 150 K, n = 1.0e+11 cm^-2
masses m_z = 0.916, m_t = 0.19 (electron masses)
rms per interface = 0.2 nm, L = 1.3 nm
thickness rms D = 0.2828 nm, D/t = 0.1414
S0 = 0.4247 nm^4
E1 = 0.10263 eV; slope F = 0.10263 eV/nm
rms energy fluctuation F*D = 0.02903 eV
kT = 0.01293 eV; scattering time = 59.01 fs
mobility from t^6 law = 546.2 cm2/Vs
t = 1.5 nm: t^6 law 97.2, phonon 1546 cm2/Vs
t = 2.0 nm: t^6 law 546.2, phonon 2062 cm2/Vs
t = 2.5 nm: t^6 law 2083.7, phonon 2577 cm2/Vs
t = 3.0 nm: t^6 law 6221.8, phonon 3093 cm2/Vs
t = 4.0 nm: t^6 law 34958.4, phonon 4124 cm2/Vs
t^6 law equals phonon mobility at t = 2.609 nm
Tests: numerical value / formula
slope of diagonalized well: 1.000050
corrugated-film splitting, q = 0.6 nm^-1: 1.00002
corrugated-film splitting, q = 3.0 nm^-1: 0.99935
wave test: 36 films, cell 1.5 nm, D = 0.080 nm
wave test: k = 0.3054 nm^-1
wave decay, t = 1.5 nm: 3.102 /ps, ratio 0.961
wave decay, t = 1.8 nm: 1.053 /ps, ratio 0.974
thickness power from wave decay = 5.93
Neglected effects: mobility (cm2/Vs), local power of t
bare law: 546.2, 6.00
finite L only: 646.0, 6.00
screening only: 695.7, 5.90
finite barrier only: 900.4, 5.51
nonlinear E1 only: 394.8, 6.75
roughness, all four: 966.8, 6.17
acoustic phonons alone: 2061.9, 1.00
charged centres alone: 9182.6, 0.89
all scattering together: 565.5, 4.14
barrier = 3.1 eV, oxide mass = 0.5 electron masses
permittivities: silicon 11.7, oxide 3.9
phonons: 12.0 eV, 2330 kg/m3, 9000 m/s
charged centres = 1.0e+10 cm^-2
k at energy 2kT = 0.3591 nm^-1; kL = 0.467
k*(mean free path) at 2kT, bare law = 4.64
degeneracy n/(DOS kT) = 0.0487
gap to second subband = 0.3079 eV
gap to light-m_z valleys = 0.3921 eV
field drop e^2 n t/eps = 3.09 meV
```
